\section*{Edge-Fast Removal from Wafer–Pad Speed Mismatch in Rotary Planarization}

A rotary polisher presses a wafer, turning at angular speed $\omega_w$, against a larger pad turning at $\omega_p$ about a parallel axis a distance $D$ away. The slip velocity between them is the difference of two rigid rotations. Such a difference consists of one velocity common to the whole wafer, of magnitude $V=\omega_pD$, and a rotation about the wafer centre at the mismatch rate $\delta=\omega_w-\omega_p$. At wafer radius $r$ only two speeds can therefore enter, $V$ and $\delta r$, and on dimensional grounds the slip speed averaged over a wafer revolution must be
\begin{equation}
\langle v\rangle=V\,G(\varepsilon),\qquad
\varepsilon=\frac{\delta r}{\omega_pD},\qquad G(0)=1 .
\end{equation}
Reversing the sign of $\varepsilon$ has the same effect as moving the starting point half a turn round its circle. An average over the whole circle cannot notice this, so $G$ is even. For small mismatch the slip never vanishes, so its speed varies smoothly with $\varepsilon$, and the first possible radial term is then quadratic. Symmetry leaves its coefficient open, including its sign, and the velocities must supply it.

Count rotations as positive anticlockwise, and take both speeds positive unless stated otherwise. Let the vector $\mathbf D$ run from the pad axis to the wafer axis, and let $\mathbf r$ run from the wafer axis to a point on the wafer. The wafer material there moves at $\omega_w\hat{\mathbf z}\times\mathbf r$. The pad material beneath it lies at $\mathbf D+\mathbf r$ from its own axis and moves at $\omega_p\hat{\mathbf z}\times(\mathbf D+\mathbf r)$. Subtraction gives
\begin{equation}
\mathbf v=\hat{\mathbf z}\times(\delta\mathbf r-\omega_p\mathbf D).
\end{equation}
The cross product with $\hat{\mathbf z}$ turns a vector in the plane by a right angle without changing its length. With $\theta$ the angle from $\mathbf D$ to $\mathbf r$,
\begin{align}
v^2&=\delta^2r^2+\omega_p^2D^2-2\delta\omega_p rD\cos\theta\nonumber\\
&=V^2(1+\varepsilon^2-2\varepsilon\cos\theta).
\end{align}
If the speeds match, $\varepsilon=0$ and every point slips at $V$ at every instant. If they do not, the speed at a given point oscillates as the wafer turns.

The rate at which $\theta$ advances matters here. The line of centres is fixed in the laboratory, so a wafer point has $\theta=\theta_0+\omega_wt$, and $\theta$ runs uniformly through one circle per wafer revolution. The averaging is done by $\omega_w$, not by $\delta$. It requires $\omega_w\ne0$, and for the moment a whole number of revolutions.

For small $\varepsilon$, write the square root as $\sqrt{1+u}=1+u/2-u^2/8+\dots$ with $u=-2\varepsilon\cos\theta+\varepsilon^2$. Through second order,
\begin{align}
\frac vV&=1-\varepsilon\cos\theta+\frac{\varepsilon^2}{2}
-\frac{4\varepsilon^2\cos^2\theta}{8}+O(\varepsilon^3)\nonumber\\
&=1-\varepsilon\cos\theta+\frac{\varepsilon^2}{2}\sin^2\theta+O(\varepsilon^3).
\end{align}
The mean of $\cos\theta$ is zero and that of $\sin^2\theta$ is one half, so
\begin{equation}
\frac{\langle v\rangle}{V}=1+\frac{\varepsilon^2}{4}+O(\varepsilon^4).
\end{equation}
The geometry explains the positive sign. The mismatch adds to the common slip a small vector that turns through all directions. Its component along the common slip speeds the point up and slows it down equally. Its perpendicular component lengthens the total vector whichever way it points, and this gain survives the average.

The complete function follows from the factorization $1+\varepsilon^2-2\varepsilon\cos\theta=|1-\varepsilon e^{i\theta}|^2$. Let $(1-z)^{1/2}=\sum_n c_nz^n$, with $c_0=1$, $c_1=-\tfrac12$, $c_2=-\tfrac18$, $c_3=-\tfrac1{16}$. For $|\varepsilon|<1$,
\begin{equation}
\frac vV=\sum_{n,k}c_nc_k\,\varepsilon^{n+k}e^{i(n-k)\theta}.
\end{equation}
Averaging over $\theta$ removes every term with $n\ne k$, leaving
\begin{equation}
G(\varepsilon)=\sum_{n=0}^{\infty}c_n^2\varepsilon^{2n}
=1+\frac{\varepsilon^2}{4}+\frac{\varepsilon^4}{64}+\frac{\varepsilon^6}{256}+\dots
\end{equation}
This is the hypergeometric function ${}_2F_1(-\tfrac12,-\tfrac12;1;\varepsilon^2)$.

Since all the coefficients are positive, the error of the quadratic law can be bounded once $G(1)$ is known. At $\varepsilon=1$ the speed is $V\sqrt{2-2\cos\theta}=2V|\sin(\theta/2)|$, whose mean is $4V/\pi$. The coefficients therefore sum to $4/\pi$, and those beyond the quadratic term sum to $4/\pi-5/4$. For $|\varepsilon|\le1$ each of the later powers is at most $\varepsilon^4$, so
\begin{equation}
0\le G(\varepsilon)-1-\frac{\varepsilon^2}{4}
\le\left(\frac4\pi-\frac54\right)\varepsilon^4\simeq0.0232\,\varepsilon^4 .
\end{equation}

The mean speed also rises with radius when the mismatch is large. Regard $F(\mathbf x)=|\mathbf x-\mathbf e|$, with $\mathbf e$ a unit vector, as a function in a plane. Then $G(\varepsilon)$ is the mean of $F$ over a circle of radius $\varepsilon$ about the origin. Differentiating with respect to that radius and applying the divergence theorem gives, for $\varepsilon>0$,
\begin{equation}
G'(\varepsilon)=\frac1{2\pi\varepsilon}\oint\nabla F\cdot\mathbf n\,ds
=\frac1{2\pi\varepsilon}\int_{|\mathbf x|<\varepsilon}
\frac{d^2x}{|\mathbf x-\mathbf e|}>0,
\end{equation}
because the Laplacian of a distance $s$ in two dimensions is $1/s$. When $\varepsilon>1$ the point $\mathbf e$ lies inside the circle. Cutting out a small disc of radius $s$ around it changes the flux by $2\pi s$, which vanishes with $s$, so the result stands. For $|\varepsilon|\gg1$, taking out the larger term gives $G(\varepsilon)=|\varepsilon|G(1/\varepsilon)\simeq|\varepsilon|+1/(4|\varepsilon|)$. The growth is then linear, and the quadratic law no longer applies.

Removal enters through Preston's law, in which the local removal rate is $Kpv$, with $p$ the pressure and $K$ a constant. If $p$ is uniform, a polish of duration $T$ removes
\begin{equation}
h(r)=KpT\langle v\rangle\simeq KpTV
\left[1+\left(\frac{\delta r}{2\omega_pD}\right)^2\right].
\end{equation}
The edge is polished faster whether the wafer turns faster or slower than the pad. Let $R$ be the largest radius evaluated, $\varepsilon_R$ the value of $\varepsilon$ there, and $\eta=\varepsilon_R^2/4$ the edge excess relative to the centre. Equal areas correspond to equal intervals of $q=r^2/R^2$, so $q$ is uniformly distributed between 0 and 1, with mean $\tfrac12$ and variance $\tfrac13-\tfrac14=\tfrac1{12}$. Since $h\propto1+\eta q$, the area-averaged excess is $\eta/2$ and the standard deviation is $\eta/\sqrt{12}$ of the centre removal.

Consider oxide polishing of a 300 mm wafer, with rough typical settings: pad at 90 rpm, wafer at 84 rpm, $D=200$ mm, $p=3$ psi (20.68 kPa), $K=10^{-13}\ \mathrm{Pa^{-1}}$ and $T=60$ s. The wafer makes 84 whole revolutions. The profile is evaluated to $R=147$ mm, which leaves out the outermost 3 mm. The common slip speed is
\begin{equation}
V=\frac{2\pi\times90}{60\ \mathrm s}\times0.200\ \mathrm m=1.885\ \mathrm{m/s},
\end{equation}
and the centre loses
\begin{equation}
KpVT=10^{-13}\times20680\times1.885\times60\ \mathrm m\simeq234\ \mathrm{nm}.
\end{equation}
At the edge,
\begin{equation}
\varepsilon_R=\frac{-6\times147}{90\times200}=-0.0490,\qquad
\eta=\frac{0.0490^2}{4}=6.00\times10^{-4}.
\end{equation}
The slip speed there swings between 1.793 and 1.977 m/s, or 4.9\% either side of $V$, yet the average rises by 0.060\%. The extra removal is 0.016 nm at 50 mm, 0.065 nm at 100 mm and 0.140 nm at 147 mm. Doubling the radius from 50 to 100 mm multiplies it by four, as the law requires. The standard deviation over the area is 0.017\%.

With pad speed and offset held fixed, slowing the wafer to 60 rpm makes $\varepsilon_R=-0.245$. The quadratic law then gives an excess of 1.501\%, and the direct average 1.506\%. At 30 rpm, $\varepsilon_R=-0.490$ and the values are 6.00\% and 6.10\%. The difference of 0.10\% of the centre removal lies within the bound, $0.0232\times0.490^4=0.13\%$. The leading law can also be turned round: keeping the kinematic excess below 1\% requires $|\varepsilon_R|<0.2$, or $|\delta|/\omega_p<0.2\times200/147=0.27$. At this pad speed and offset that is a mismatch of about 24 rpm.

Exact matching has a drawback of its own. Seen from the pad, a wafer point has the position $\mathbf D$ turned through $-\omega_pt$ plus its initial $\mathbf r$ turned through $\delta t$. If $\delta=0$ the second vector stands still, and the point retraces one circle of radius $D$ on the pad. With a mismatch of 6 rpm the second vector turns once in 10 s, and the track shifts from one pad revolution to the next. The single circle already reaches from pad radius $D-r$ to $D+r$, and a slight mismatch spreads the contact of the point over more of the ring between these radii, at the small kinematic cost just found. It need not cover the whole ring: at 84 and 90 rpm the track closes after 10 s, when the wafer has made 14 revolutions and the pad 15. The wafer centre, with $r=0$, gains nothing and still retraces its circle.

A very slowly turning wafer is a second instructive case. As $\omega_w\to0$, $\delta\to-\omega_p$ and $\varepsilon\to-r/D$. The slip speed is then just the pad speed at the pad radius beneath the point. If the polish still consists of whole revolutions, the mean tends to $VG(r/D)$. If the wafer does not turn at all, there is no average: the side farther from the pad axis is polished faster, and the linear term remains. Counter-rotation at equal speeds gives $\varepsilon=-2r/D$, or $-1.47$ at the edge here. The mean speed still rises with radius, but the small-mismatch law is out of range.

An incomplete last revolution also leaves some of the linear term. With $\Phi=\omega_wT$ the total angle turned,
\begin{align}
\frac1\Phi\int_0^\Phi\cos(\theta_0+\phi)\,d\phi
&=\frac{\sin(\theta_0+\Phi)-\sin\theta_0}{\Phi}\nonumber\\
&=\cos\!\left(\theta_0+\frac\Phi2\right)\frac{\sin(\Phi/2)}{\Phi/2}.
\end{align}
Multiplied by $-\varepsilon$, this is a side-to-side slope in the removal, since it depends on the starting angle $\theta_0$ and vanishes when averaged over it. For 84.5 revolutions its edge amplitude is $0.0490/(84.5\pi)=0.018\%$, almost a third of the radial excess. For a given leftover fraction of a turn this amplitude falls inversely with polishing time, whereas the relative radial excess does not change.

The edge-fast sign also depends on the rate law. Suppose the local rate is $f(v)$, responding at once to the speed. In the plane of slip velocities, a wafer point runs round a circle of radius $|\delta|r=|\varepsilon|V$ centred on the common slip velocity. Expand $f$ about that centre. The linear terms average to zero, and so does the mixed quadratic term. The mean square of each displacement component is $\varepsilon^2V^2/2$, so with the factor $\tfrac12$ of the Taylor series
\begin{equation}
\langle f\rangle=f(V)+\frac{\varepsilon^2V^2}{4}\nabla^2f+O(\varepsilon^4).
\end{equation}
For a function of speed alone, $\nabla^2f=f''+f'/v=v^{-2}(v\,d/dv)^2f$. The relative excess is therefore
\begin{equation}
\frac{\langle f\rangle}{f(V)}-1\simeq\frac{\varepsilon^2}{4}S,\qquad
S=\frac1f\left(v\frac d{dv}\right)^2f\bigg|_{v=V}.
\end{equation}
A power law $v^\beta$ has $S=\beta^2$, so a square-root dependence keeps a quarter of the Preston excess.

A different result appears when a mechanical step with rate $Av$ and a chemical step with constant rate $C$ act in series. Their times add, $1/f=1/(Av)+1/C$, so $f=Cx/(1+x)$ with $x=Av/C$. Since $v\,d/dv=x\,d/dx$,
\begin{align}
x\frac d{dx}\frac x{1+x}&=\frac x{(1+x)^2},\nonumber\\
x\frac d{dx}\frac x{(1+x)^2}&=\frac{x(1-x)}{(1+x)^3}.
\end{align}
Division by $x/(1+x)$ gives
\begin{equation}
S=\frac{1-x}{(1+x)^2}.
\end{equation}
At $x=0.25$ the excess is 0.48 of Preston's. At $x=1$ it vanishes to this order, and at $x=2$ it is $-0.11$ of Preston's, a slightly slow edge. The rate law bends downward, so a drop in speed costs more removal than an equal rise returns. When chemistry limits the rate, this loss outweighs the gain in mean speed. The formula assumes that the surface film adjusts within a small part of a revolution.

Return to Preston's law, and let the pressure be tilted in the laboratory frame, $p=p_0[1+a(r/R)\cos\theta]$. The tilt alone averages to zero for each wafer point, but it is correlated with the oscillating speed:
\begin{equation}
\left\langle a\frac rR\cos\theta\,(1-\varepsilon\cos\theta)\right\rangle
=-\frac{a\varepsilon r}{2R}.
\end{equation}
Because $\varepsilon$ is proportional to $r$, this too is quadratic in radius, and to this order it has the same shape as the kinematic term. In the example $a=1\%$ adds $0.01\times0.0490/2=0.024\%$ at the edge. The sum $\varepsilon_R^2/4-a\varepsilon_R/2$ vanishes at $a=\varepsilon_R/2$, so a tilt of $-2.5\%$, with the lower pressure on the side away from the pad axis, would cancel the profile. A tilt proportional to $\sin\theta$ adds nothing, since $v$ is even in $\theta$. Friction produces mainly this harmless kind: the common slip is perpendicular to the line of centres, and the friction moment tips the pressure along the slip.

Uneven pad activity can matter more. Let $K$ vary with pad radius $\rho=|\mathbf D+\mathbf r|$ as $K_0[1+c(\rho/D-1)]$. At matched speeds the slip speed is uniform, and only the mean of $\rho$ is needed. As $\rho/D=\sqrt{1+(r/D)^2+2(r/D)\cos\theta}$ has the form already averaged, the excess is $c[G(r/D)-1]$. At the edge $r/D=0.735$, and $c=1\%$ gives 0.140\%, more than twice the kinematic excess, with no speed mismatch at all. With the 6 rpm mismatch restored the total is 0.217\%. This exceeds the sum of the separate parts, 0.200\%, because for $\delta<0$ the slip is fastest where the pad is more active.

The speeds, pressure and $K$ chosen here are only rough typical values for oxide, and $K$ depends on slurry and pad. The result depends strongly on the assumption of uniform pressure. A pressure 1\% higher at the edge than at the centre adds 1\% to the edge removal, 16.7 times the kinematic excess. At 6 rpm mismatch, an observed edge excess of a per cent or more should therefore not be put down to this kinematic term alone. The wafer may also slip inside its carrier, and the excess follows the true wafer speed: at 83 rpm instead of 84 it would grow by $(7/6)^2$, from 0.060\% to 0.082\%, and at 85 rpm it would shrink by $(5/6)^2$, to 0.042\%. Under uniform pressure the friction torque of the pad on the wafer opposes the mismatch, so slip driven by pad friction carries the wafer toward the pad speed and lowers the excess.

Many tools also sweep the carrier across the pad. For a slow sweep $D+s\sin\psi$, with wafer angle and sweep phase sampled independently, the common slip is proportional to the instantaneous offset and the quadratic term to its inverse. Using $\langle(D+s\sin\psi)^{-1}\rangle=(D^2-s^2)^{-1/2}$ and dividing by the mean offset $D$,
\begin{equation}
\eta_{\rm sweep}\simeq\frac{\delta^2R^2}{4\omega_p^2D\sqrt{D^2-s^2}}
=\frac{\eta}{\sqrt{1-s^2/D^2}} .
\end{equation}
A 20 mm amplitude raises the excess by 0.5\% of itself. At 10 cycles per minute the sweep's own speed peaks at 21 mm/s, about 1\% of $V$ and perpendicular to it, so it enters through its square and is negligible here. The values used above are collected in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Pad speed: 90 rpm; wafer speed: 84 rpm
Axis offset: 200 mm
Evaluation edge radius: 147 mm
Pressure: 3.0 psi = 20.68 kPa
Preston coefficient: 1.0e-13 1/Pa
Polishing time: 60 s
Wafer revolutions: 84.0
Centre slip speed: 1.8850 m/s
Edge slip speed, minimum: 1.7926 m/s
Edge slip speed, maximum: 1.9773 m/s
Edge mismatch parameter eps: -0.0490
Centre removal: 233.93 nm
Extra removal at 50 mm: 0.0162 nm
Extra removal at 100 mm: 0.0650 nm
Extra removal at 147 mm: 0.1404 nm
Edge excess, quadratic law: 0.06002 %
Edge excess, direct average: 0.06003 %
Area standard deviation: 0.01733 %
Wafer rpm | eps at edge | direct excess % | quadratic %
90 | 0.0000 | 0.00000 | 0.00000
84 | -0.0490 | 0.06003 | 0.06002
60 | -0.2450 | 1.50634 | 1.50062
30 | -0.4900 | 6.09856 | 6.00250
Quartic bound coefficient 4/pi-5/4: 0.02324
Neglected effects for the 84 rpm example, at the edge:
1% pressure tilt along centres: +0.02449 %
1% pad-activity gradient, matched: +0.14041 %
Same gradient with mismatch, total: +0.21725 %
1% radial pressure error / kinematic excess: 16.7
Half extra turn, azimuthal amplitude: 0.01845 %
Excess if wafer slips to 83 rpm: 0.08172 %
Sweep: 20 mm amplitude, 10 cycles/min
Excess with sweep: 0.06033 %
Series rate law, mechanical/chemical ratio: factor on excess
Ratio 0.25: factor +0.4802
Ratio 1.00: factor +0.0002
Ratio 2.00: factor -0.1111
Power law, exponent 0.5: factor +0.2501
\end{verbatim}
